# Why Copper Delays Electromigration Drift in Aluminium Lines

**Q:** I pass current through an aluminium-copper line at 200 °C. For hundreds of hours the cathode edge barely moves, and then it drifts. Pure aluminium starts at once. I was told that copper must first be swept out of a region longer than the critical length. Why should a length matter at all?

**A:** Because drifting aluminium needs somewhere to go. Let electrons flow towards \(+x\), with the cathode edge at \(x=0\). I take that edge to be free of stress, as at the end of a strip or at an existing void. The electron wind pushes an atom with force \(Z_{Al}e\rho j\), where \(Z_{Al}\) is the magnitude of the effective charge, \(\rho\) the resistivity and \(j\) the current density. A compression \(P\) raises the chemical potential of an atom of volume \(\Omega\) by \(\Omega P\), so its gradient pushes back with force \(\Omega P'\). The volume of aluminium crossing unit area per unit time is therefore

\[
w=v_0M\left(1-\frac{P'}{G}\right),\qquad G=\frac{Z_{Al}e\rho j}{\Omega}.
\]

Here \(v_0\) is the copper-free drift speed and \(M\le 1\) is the mobility relative to copper-free metal. Copper in the grain boundaries lowers \(M\).

Suppose first that \(M=1\) up to \(x=l\) and nearly zero beyond. Atoms pile up at \(l\). If the metal can hold the resulting pressure, the steady state has \(w=0\), hence \(P=Gx\), and the edge stops. If the metal extrudes at a capacity \(S\), the pressure at \(l\) cannot exceed \(S\). Stopping requires \(Gl<S\), that is, \(l<l_c\) with

\[
l_c=\frac{S}{G}.
\]

For \(l>l_c\), the steady flux is uniform, so \(P'\) is constant and equals \(S/l\). The edge speed is then

\[
v=v_0\left(1-\frac{S}{Gl}\right)=v_0\left(1-\frac{l_c}{l}\right).
\]

A separate stress simulation gave zero relative speed at \(l/l_c=0.5\) and 0.9. At 1.5 and 3 it gave 0.32 and 0.66, against 0.33 and 0.67 from the formula.

Building the back-stress takes little motion. With modulus \(B\), the displaced length is \(\int_0^{l_c}(P/B)\,dx=Gl_c^2/2B=Sl_c/2B\), about 11 nm for the example below.

**Q:** So I wait until the copper front has travelled \(l_c\)?

**A:** No, the front must go considerably farther. Let \(c\) be the dissolved copper concentration averaged over the line section, \(c_s\) its solubility and \(C_0\) the total copper content. Set \(\phi=c_s/C_0\). The rest is in \(\mathrm{Al_2Cu}\) precipitates, which hold \(c=c_s\) wherever they survive. I assume local equilibrium between precipitates, boundaries and grain interiors.

With an effective diffusivity \(D\), the copper flux is \(Vc-Dc'\). The Einstein relation gives

\[
V=\frac{D\,Z_{Cu}e\rho j}{kT}=\frac{D}{\lambda},\qquad \lambda=\frac{kT}{Z_{Cu}e\rho j}.
\]

Let precipitates have vanished up to \(s(t)\), with \(u=ds/dt\). Ahead of the front, the flux is \(Vc_s\). Just behind it, the flux is \(Vc_s-Dc'\). Dissolving precipitates supply the difference:

\[
(C_0-c_s)u=Vc_s-(Vc_s-Dc')=Dc'(s^-).
\]

Behind the front, \(\partial c/\partial t=-Vc'+Dc''\). At late times try \(c=c_se^{q(x-s)}\). Its time derivative is \(-uqc\), so

\[
-uq=-Vq+Dq^2\quad\Rightarrow\quad q=\frac{V-u}{D}.
\]

Since \(Dc'(s^-)=Dqc_s=(V-u)c_s\), the front balance becomes \((C_0-c_s)u=(V-u)c_s\). The terms \(-c_su\) cancel, leaving

\[
u=\phi V,\qquad q=\frac{1-\phi}{\lambda}.
\]

Copper diffusing back towards the cathode forms a tail of length \(1/q\). Aluminium is still slowed in the part of the tail next to the front.

**Q:** But the cathode blocks copper. Does your exponential respect that?

**A:** Not by itself: its flux at \(x=0\) is \((V-Dq)c=uc\), which is not zero. A second solution with the same time dependence, \(e^{kx-qs}\), must satisfy

\[
Dk^2-Vk+uq=0.
\]

The roots sum to \(V/D\), and one of them is \(q\). The other is \(k=V/D-q=u/D=\phi/\lambda\). Add it with coefficient \(b\). Zero flux at the cathode requires

\[
(V-Dq)+b(V-Dk)=u+b(V-u)=0,
\]

so \(b=-\phi/(1-\phi)\), and

\[
c=c_se^{-qs}\left[e^{qx}-\frac{\phi}{1-\phi}e^{\phi x/\lambda}\right].
\]

At \(x=0\) the bracket is \((1-2\phi)/(1-\phi)\), so this solution needs \(\phi<1/2\). At the front, the added term is smaller than the first by a factor proportional to \(e^{-(1-2\phi)s/\lambda}\), so it does not disturb the late-time front balance. The closer \(\phi\) is to 1/2, the farther the front must travel before this holds, so the formulas below should not be used close to that value.

The position of the front follows from counting copper. The region \([0,s]\) began with \(C_0s\) and has lost \(c_sVt\). What remains is

\[
\int_0^s c\,dx=c_se^{-qs}\left[\frac{e^{qs}-1}{q}-\frac{\lambda}{1-\phi}\left(e^{\phi s/\lambda}-1\right)\right].
\]

Because \(\lambda/(1-\phi)=1/q\), the two \(-1\) terms cancel and the integral is \((c_s/q)[1-e^{-(1-2\phi)s/\lambda}]\). At late times it tends to \(c_s/q\). Hence \(C_0s-c_s/q=c_sVt\), and division by \(C_0\) gives

\[
s=ut+\frac{\phi}{q}.
\]

**Q:** Where in that tail do you declare the copper "swept"?

**A:** At a level \(c^*\) below which it no longer suppresses aluminium strongly. Define incubation as the time when \(c(l_c)=c^*\). Taking \(e^{ql_c}\) out of the bracket gives

\[
\frac{c^*}{c_s}=g\,e^{q(l_c-s)},\qquad
g=1-\frac{\phi}{1-\phi}e^{-(1-2\phi)l_c/\lambda}.
\]

The logarithm gives the front position, and \(t=(s-\phi/q)/u\) gives the time:

\[
s_{inc}=l_c+\frac1q\ln\frac{gc_s}{c^*},\qquad
t_{inc}=\frac1u\left[l_c+\frac{\ln(gc_s/c^*)-\phi}{q}\right].
\]

The statement you were told is therefore right if "swept" means "reduced below \(c^*\)". It is wrong if it means only that the precipitates have gone from a length \(l_c\).

**Q:** Put in numbers for my test.

**A:** I use rough typical values: 2 MA/cm², \(\rho=4.6\) µΩ cm, \(Z_{Cu}=6\), \(Z_{Al}=4\), \(\Omega=0.0166\) nm³, \(S=200\) MPa, \(\phi=0.2\) and \(c_s/c^*=99\). The effective copper diffusivity is \(10^{-11}\) cm²/s, or 3.6 µm²/h. The field is \(\rho j=9.2\) V/cm, or \(9.2\times10^{-4}\) V/µm, and \(kT=0.0408\) eV. Then:

- \(\lambda=0.0408/(6\times9.2\times10^{-4})=7.39\) µm, and \(1/q=7.39/0.8=9.23\) µm.
- \(G=35.5\) MPa/µm, so \(l_c=200/35.5=5.63\) µm.
- \(V=3.6/7.39=0.487\) µm/h, and \(u=0.2\times0.487=0.0975\) µm/h.
- \(g=0.842\), so \(s_{inc}=5.63+9.23\ln(0.842\times99)=46.5\) µm.
- \(t_{inc}=(46.5-0.2\times9.23)/0.0975\approx458\) h.

The precipitate front is thus about eight critical lengths from the cathode. A simulation of copper transport with dissolving precipitates, started from uniform copper, gave 459 h.

**Q:** Does the edge then start suddenly?

**A:** That depends on how mobility recovers. For the example I take \(M=1/(1+c/c^*)\), a model in which copper blocks sites used by aluminium. I keep copper's own diffusivity constant, although such blocking could change it too and so shift the length of the tail. Mobility now falls smoothly downstream, and extrusion chooses its own starting point \(l\). Between the edge and \(l\), the steady flux is uniform and equal to the edge speed \(v\), so

\[
1-\frac{P'}{G}=\frac{v}{v_0M}.
\]

Integrating from \(P(0)=0\) to \(P(l)=S\) gives

\[
l-l_c=\frac{v}{v_0}I(l),\qquad I(l)=\int_0^l\frac{dx}{M}.
\]

Two conditions fix \(l\). Pressure cannot be falling as it first reaches \(S\), so \(P'(l^-)\ge0\) and \(v\le v_0M(l)\). Beyond \(l\), pressure stays at \(S\) and the flux is \(v_0M\). Extrusion can remove atoms but not supply them, so \(v\ge v_0M(l)\). Together they give \(v=v_0M(l)\).

This is also the largest value of \((x-l_c)/I(x)\). For \(x<l\), the condition \(P(x)\le S\) reads \(x-(v/v_0)I(x)\le l_c\), which rearranges to \((x-l_c)/I(x)\le v/v_0\). For \(x>l\), falling mobility gives \(I(x)\ge I(l)+(x-l)/M(l)=(x-l_c)/M(l)\), which leads to the same inequality. Thus

\[
\frac{v}{v_0}=\max_l\frac{l-l_c}{I(l)}.
\]

This steady law can follow the moving copper profile if stress adjusts faster than the profile changes. A time-dependent stress calculation supports that here: at 440, 480 and 540 h it gave relative speeds of 0.228, 0.292 and 0.393, while the law gave 0.231, 0.294 and 0.395.

The onset is gradual. The relative speed starts at 0.01 and is 0.26 at \(t_{inc}\). With \(v_0=0.1\) µm/h in a 200 µm line, the edge has already moved 3.2 µm by then. Without copper it covers that distance in 32 h. If you can resolve a fraction of a micrometre, this model predicts slow, accelerating drift rather than a dead time.

**Q:** Then is the critical length doing much, or is it all copper removal?

**A:** Both matter. With copper frozen in place, the relative speed was still 0.01 at 550 h. With no copper and the line length held at 200 µm, it was 0.97 at that time (0.96 once the roughly 50 µm of recession is counted). To isolate the stress part, I held everything else fixed and cut \(S\) a hundredfold. The time to reach a quarter of \(v_0\) fell from 454 to 303 h.

That difference of 151 h exceeds \(l_c/u=58\) h, and the smooth law explains why. At quarter speed \(M(l)=1/4\), so extrusion starts where \(c=3c^*\). With negligible capacity this point is at the cathode; with full capacity it must lie at some \(l>l_c\). Keeping only the main exponential, \(c/c^*=3e^{q(x-l)}\), the law becomes

\[
4(l-l_c)=l+\frac3q\left(1-e^{-ql}\right).
\]

Its solution is \(l\approx15\) µm. The front needs roughly \(15/0.0975\approx150\) h to move the point \(c=3c^*\) that far. The close match with 151 h is partly a cancellation. At \(S/100\) extrusion still starts about 1 µm from the cathode, which shortens the difference by about 13 h, while the dropped cathode term lengthens it by a similar amount. Measured against \(S\to0\), the delay is about 165 h.

**Q:** What changes if I double the current, or use a short line?

**A:** At fixed temperature and fixed material parameters, \(\lambda\), \(1/q\) and \(l_c\) scale as \(1/j\), while \(u\) scales as \(j\). Therefore \(t_{inc}\propto1/j^2\). Doubling the current in the copper simulation shortened the time by a factor of 4.00.

In a line of finite length \(L\), copper collects at the anode until its flux vanishes. Then \(Vc=Dc'\), so \(c=c_se^{(x-L)/\lambda}\), and the zone below \(c^*\) has length \(L-\lambda\ln(c_s/c^*)\). It exceeds \(l_c\) only if

\[
L>l_c+\lambda\ln\frac{c_s}{c^*}.
\]

Here the limit is 39.6 µm. For lines of 36 and 44 µm the formula gives depleted zones of 2.1 and 10.1 µm (a simulation on a 0.5 µm mesh gave 1.8 and 9.8 µm, half a cell short), on either side of \(l_c=5.63\) µm. For a sharp mobility switch, this limit separates lines whose edge stays put from those whose edge drifts. Even above the limit the drift dies out: the receding edge shortens the depleted zone, and \(v=v_0(1-l_c/l)\) falls to zero as \(l\) approaches \(l_c\). The total recession is then the amount by which the original \(L\) exceeds the limit. With the smooth \(M\) used above the limit marks no threshold. Applied to the final copper profile with the edge at its original place, the steady law gives relative speeds of 0.25 at 39.6 µm, 0.19 at 36 µm and 0.06 at 25 µm, and zero only for \(L\le l_c\). The limit is therefore no guarantee of immortality.

**Q:** How far should I trust 458 h for a real line?

**A:** Trust the mechanism more than the numbers. The front position also rests on chosen inputs: \(s_{inc}\) runs from about 4 to 12 critical lengths as \(Z_{Cu}\) goes from 16 to 4, and it falls to 4.5 critical lengths for \(c_s/c^*=10\). The product \(jl_c\), about 1100 A/cm, has a plausible size for aluminium lines, but \(t_{inc}\) is inversely proportional to a diffusivity that I chose. Several assumptions also shift the result:

- **Stress on copper.** Back-stress also pushes copper towards the cathode. If copper feels the same \(\Omega P\) as aluminium, a zero-flux estimate raises its concentration near the cathode by a factor \(e^{\Omega S/kT}=1.66\), a delay of some tens of hours. This is only a rough estimate: copper is still flowing through the tail, and with smooth suppression the back-stress builds up over a length greater than \(l_c\).
- **Heating.** For metal 0.5 µm thick on 1 µm of oxide with conductivity 1.4 W/(m K), one-dimensional heat flow gives a rise of 6.6 K. With an activation energy of 0.8 eV, rates increase by a factor of 1.31. If 200 °C is the stage temperature, incubation shortens to roughly 350 h at fixed copper solubility; the higher solubility of the warmer metal would shorten it further. Heating also spoils the \(1/j^2\) comparison.
- **Grain interiors.** For 1 µm grains and a rough lattice diffusivity of \(10^{-19}\) m²/s, copper exchange with the interiors takes about 120 h. The front crosses one tail length in 95 h, so local equilibrium is marginal. If the interiors held nearly all the dissolved copper and released none, only the precipitates would have to be removed, and the front would move \(1/(1-\phi)=1.25\) times faster; slow release would instead keep feeding the tail. I have not calculated the net effect.
- **Edge recession.** I kept the copper-blocking edge fixed, yet by \(t_{inc}\) it has moved 0.34 of a tail length. That is not very small. The front takes about 33 h to cover 3.2 µm. This is a low estimate of the delay, because the edge keeps receding meanwhile; with a moving edge the delay is about 40 h.

A line ending at a via without a void must also nucleate one, which adds a time not included here. If the grains span the line, there may be no continuous boundary path, and this transport model no longer applies. The full set of values is in the numerical output below.

## Calculated quantities

```
temperature: 473.15 K; kT: 0.04077 eV
current density: 2.0 MA/cm2
resistivity: 4.6 uohm cm
electric field: 9.20 V/cm
effective charge sizes Cu, Al: 6, 4
atomic volume: 0.0166 nm3
stress capacity: 200 MPa
effective modulus: 50 GPa
soluble copper share phi: 0.20
suppression ratio c_s/c_star: 99
effective Cu diffusivity: 1.0e-11 cm2/s
copper-free Al speed: 0.100 um/h
line length: 200 um
copper length lambda: 7.39 um
moving tail length 1/q: 9.23 um
balancing stress gradient: 35.52 MPa/um
critical length: 5.63 um
critical product jL: 1126 A/cm
dissolved-copper speed V: 0.4874 um/h
front speed, formula: 0.0975 um/h
front speed, simulation: 0.0977 um/h
cathode correction g: 0.8418
front at incubation, formula: 46.47 um
front at that time, simulation: 46.44 um
incubation time, formula: 457.8 h
incubation time, simulation: 459.4 h
largest log error of Cu tail at 500 h: 0.0139
time ratio on doubling current: 4.001
minimum line length for depletion: 39.57 um
final depleted zone, 36 um line: 1.82 um
final depleted zone, 44 um line: 9.82 um
sharp zone l/l_c=0.5: relative speed 0.0000
sharp zone l/l_c=0.9: relative speed 0.0000
sharp zone l/l_c=1.5: relative speed 0.3220
sharp zone l/l_c=3.0: relative speed 0.6639
initial relative edge speed: 0.0100
relative edge speed at t_inc: 0.2555
relative speed at 440 h, simulation/formula: 0.2280 / 0.2309
relative speed at 480 h, simulation/formula: 0.2916 / 0.2942
relative speed at 540 h, simulation/formula: 0.3929 / 0.3948
edge displacement at t_inc: 3.177 um
same displacement without Cu: 31.87 h
edge displacement at 550 h: 6.24 um
quarter-speed time: 454.2 h
quarter-speed time, capacity/100: 303.2 h
frozen-Cu relative speed at end: 0.0100
Cu-free relative speed at end: 0.9718
neglected stress on Cu: factor <= 1.66
corresponding delay scale: 48.1 h
Joule heating estimate: 6.6 K
heating rate factor at 0.8 eV: 1.31
grain-interior exchange time: 120 h
front time over one tail length: 95 h
front speed factor without interiors: 1.25
edge recession/tail length at t_inc: 0.344
displacement to build back-stress: 11.3 nm
```
